\section*{Fracture tension of a cracked two-dimensional sheet}

\section{Exercise}

A suspended monolayer contains a straight through-crack of full length $2a$. The sheet is pulled equally in all in-plane directions, as in an evenly stretched drumhead. Far from the crack the tension, a force per length of cut, is $T$. The data are

\begin{itemize}
\item sheet modulus $Y=120$ N/m,
\item edge energy $\gamma=1$ eV/\AA, the cost per length of \emph{one} new edge,
\item crack half-length $a=10$ nm.
\end{itemize}

Treat the sheet as flat, isotropic, linearly elastic and much larger than the crack.

\begin{enumerate}
\item[(a)] Find how far the crack faces move apart under the tension $T$.
\item[(b)] Find the potential energy released by the presence of the crack.
\item[(c)] Find the tension $T_c$ at which the crack starts to grow, and its value for the data.
\item[(d)] Decide whether the flat state is safe from wrinkling, and estimate how a finite bond strength changes the answer.
\end{enumerate}

The sheet modulus is the ratio of tension to strain in a uniaxial pull, so no thickness has to be assigned to the layer. The formulas may be read in atomic units. Those for parts (a) to (d) contain no constant of nature, so they keep their form in any consistent units; the numbers below use eV and \AA.

\section{Hints}

\textbf{Hint 1.} Put the crack on $|x|<a$, $y=0$, and work in the upper half-plane; the lower half follows by reflection. Let $F(z)$ be analytic in $z=x+iy$, with $Z=F'$. Try
\begin{align}
\sigma_{xx}&=\mathrm{Re}\,Z-y\,\mathrm{Im}\,Z', &
\sigma_{yy}&=\mathrm{Re}\,Z+y\,\mathrm{Im}\,Z', \nonumber\\
\sigma_{xy}&=-y\,\mathrm{Re}\,Z'. \label{stress}
\end{align}
On the line $y=0$ the shear vanishes and $\sigma_{yy}=\mathrm{Re}\,Z$. You need a function whose derivative is imaginary on the crack and tends to $T$ far away.

\textbf{Hint 2.} Cut the sheet along the crack line, but hold the faces together with the tractions that the intact sheet carried there. Then let these tractions go slowly to zero and count the work.

\textbf{Hint 3.} A crack of length $2a$ has two edges, each of length $2a$. Look for the stationary point of the total energy as a function of $a$, and check whether it is a minimum or a maximum.

\textbf{Hint 4.} For the wrinkling question, find the smaller principal tension. The substitution $z=a\cosh(\xi+i\eta)$ makes its sign visible.

\section{Solution}

\subsection{The elastic field and the opening}

For an analytic function $f$,
\begin{align}
\partial_x\mathrm{Re}f&=\mathrm{Re}f', & \partial_y\mathrm{Re}f&=-\mathrm{Im}f',\nonumber\\
\partial_x\mathrm{Im}f&=\mathrm{Im}f', & \partial_y\mathrm{Im}f&=\mathrm{Re}f'. \label{rules}
\end{align}
With these rules the stresses (\ref{stress}) satisfy force balance:
\begin{align}
\partial_x\sigma_{xx}+\partial_y\sigma_{xy}
&=(\mathrm{Re}Z'-y\,\mathrm{Im}Z'')+(-\mathrm{Re}Z'+y\,\mathrm{Im}Z'')=0,\nonumber\\
\partial_x\sigma_{xy}+\partial_y\sigma_{yy}
&=-y\,\mathrm{Re}Z''+(-\mathrm{Im}Z'+\mathrm{Im}Z'+y\,\mathrm{Re}Z'')=0.
\end{align}

The stresses must also come from a displacement. With Poisson ratio $\nu$, Hooke's law for the sheet is
\begin{align}
Y\partial_xu_x&=\sigma_{xx}-\nu\sigma_{yy}, \qquad
Y\partial_yu_y=\sigma_{yy}-\nu\sigma_{xx},\nonumber\\
Y(\partial_yu_x+\partial_xu_y)&=2(1+\nu)\sigma_{xy}. \label{hooke}
\end{align}
The displacement that belongs to (\ref{stress}) is
\begin{align}
Yu_x&=(1-\nu)\mathrm{Re}F-(1+\nu)y\,\mathrm{Im}Z,\nonumber\\
Yu_y&=2\,\mathrm{Im}F-(1+\nu)y\,\mathrm{Re}Z. \label{disp}
\end{align}
Differentiation confirms each line of (\ref{hooke}):
\begin{align}
Y\partial_xu_x&=(1-\nu)\mathrm{Re}Z-(1+\nu)y\,\mathrm{Im}Z'
=\sigma_{xx}-\nu\sigma_{yy},\nonumber\\
Y\partial_yu_y&=2\mathrm{Re}Z-(1+\nu)\mathrm{Re}Z+(1+\nu)y\,\mathrm{Im}Z'\nonumber\\
&=(1-\nu)\mathrm{Re}Z+(1+\nu)y\,\mathrm{Im}Z'=\sigma_{yy}-\nu\sigma_{xx}.
\end{align}
In the shear strain the terms in $\mathrm{Im}Z$ carry the factor $-(1-\nu)-(1+\nu)+2=0$. What remains is $-2(1+\nu)y\,\mathrm{Re}Z'=2(1+\nu)\sigma_{xy}$, as required.

Now choose
\begin{equation}
F=T\sqrt{z^2-a^2},\qquad Z=\frac{Tz}{\sqrt{z^2-a^2}}, \label{choice}
\end{equation}
with the branch of the root that behaves as $z$ at large $|z|$. The boundary conditions are met for these reasons:

\begin{itemize}
\item Far away $Z\to T$ and $yZ'\to0$. Hence $\sigma_{xx}=\sigma_{yy}=T$ and $\sigma_{xy}=0$.
\item On the upper crack face the root equals $i\sqrt{a^2-x^2}$, so $Z$ is imaginary. With $y=0$ this gives $\sigma_{yy}=\sigma_{xy}=0$, a free face.
\item On the line outside the crack $F$ is real and $y=0$. Hence $u_y=0$, and the two halves join.
\end{itemize}

At the tips the stress diverges as the inverse square root of the distance. The displacement stays finite, and so does the elastic energy.

On the upper face (\ref{disp}) gives
\begin{equation}
u_y(x,0^+)=\frac{2}{Y}\,\mathrm{Im}F=\frac{2T}{Y}\sqrt{a^2-x^2}. \label{face}
\end{equation}
The lower face moves by the same amount downwards, so the full opening is
\begin{equation}
w(x)=\frac{4T}{Y}\sqrt{a^2-x^2}. \label{opening}
\end{equation}
This answers (a). The crack opens into a thin ellipse. The Poisson ratio has dropped out, because in $u_y$ it multiplies $y$, which is zero on the face.

\subsection{The released energy}

Start from the intact sheet under its far loads. Cut the line $|x|<a$ and hold the faces with the traction $T$ that acted there before. Nothing moves. Now reduce the holding traction slowly to $\lambda T$, with $\lambda$ going from 1 to 0. The problem is linear, so the opening at that stage is $(1-\lambda)w(x)$.

The faces move apart against the holding forces, which pull them together. The sheet and its far loads therefore do work on the holding agent. Per length of crack this work is
\begin{equation}
\int_{\lambda=1}^{0}\lambda T\,d\big[(1-\lambda)w\big]
=Tw\int_0^1\lambda\,d\lambda=\tfrac12Tw .
\end{equation}
The factor $\tfrac12$ arises because the traction fades while the crack opens. The potential energy of sheet plus loads falls by the total work,
\begin{equation}
W(a)=\frac T2\int_{-a}^{a}\frac{4T}{Y}\sqrt{a^2-x^2}\,dx
=\frac{2T^2}{Y}\,\frac{\pi a^2}{2}=\frac{\pi a^2T^2}{Y}. \label{released}
\end{equation}
The integral is the area of a half-disc of radius $a$. This answers (b). The stored elastic energy by itself does not fall when the far forces are held constant; the quantity that falls includes the energy of the loads.

The result can be compared with a direct minimisation of the potential energy (elastic energy plus loads) by finite elements, which makes no use of $F$. The values are extrapolated from two meshes to zero step. For $Y=T=a=1$, $\nu=0.25$ and a square sheet 60 units wide, it gives $W=3.1475$, against $\pi=3.1416$ from (\ref{released}), a difference of 0.2\%. With $\nu=0$ it gives 3.1473, in line with the absence of $\nu$ from (\ref{released}). The mesh and the finite size of the sheet both limit this agreement, and their shares were not separated.

\subsection{The fracture tension}

The two new edges have total length $4a$. Relative to the intact sheet under the same tension, the energy is
\begin{equation}
U(a)=4\gamma a-\frac{\pi a^2T^2}{Y}. \label{total}
\end{equation}
The cost grows linearly with the crack and the gain quadratically. For short cracks the edges win, for long ones the released energy. The derivatives are
\begin{equation}
\frac{dU}{da}=4\gamma-\frac{2\pi aT^2}{Y},\qquad
\frac{d^2U}{da^2}=-\frac{2\pi T^2}{Y}<0 .
\end{equation}
The stationary point is thus a maximum. At fixed $a$, growth lowers the energy as soon as $2\pi aT^2/Y$ exceeds $4\gamma$, that is, above
\begin{equation}
T_c=\sqrt{\frac{2\gamma Y}{\pi a}} . \label{Tc}
\end{equation}
Growth then increases $a$, which makes $dU/da$ more negative. At constant far tension the crack runs away.

For the numbers, 1 eV/\AA$^2$ equals 16.0218 N/m, so $Y=120/16.0218=7.490$ eV/\AA$^2$, and $a=100$ \AA. Then
\begin{equation}
T_c=\sqrt{\frac{2\times1\times7.490}{\pi\times100}}\ \mathrm{eV/\AA^2}
=0.218\ \mathrm{eV/\AA^2}=3.50\ \mathrm{N/m}.
\end{equation}
This answers (c). If the derivative of the released energy is taken from the finite-element energies at $a=0.9$ and $a=1.1$ instead of from (\ref{released}), the critical tension is 3.49 N/m.

The meaning of $\gamma$ matters here. Were 1 eV/\AA\ the cost of both edges together, $2\gamma$ in (\ref{Tc}) would be replaced by 1 eV/\AA\ and the tension would be 2.47 N/m. If the two edges have different structures, $2\gamma$ stands for the sum of their energies.

At $T_c$ the opening at the centre is $4T_ca/Y=11.7$ \AA. That is several times a lattice spacing of roughly 3.2 \AA, so it is reasonable to treat the central part of the faces as free of forces across the gap.

\subsection{Is the flat state safe?}

A thin sheet wrinkles easily under compression, so the sign of the smaller principal tension has to be found. From (\ref{stress}) the mean of the two principal tensions is $\mathrm{Re}Z$. Half their difference is
\begin{equation}
\sqrt{\Big(\frac{\sigma_{xx}-\sigma_{yy}}2\Big)^2+\sigma_{xy}^2}
=y\sqrt{(\mathrm{Im}Z')^2+(\mathrm{Re}Z')^2}=y|Z'| .
\end{equation}
The smaller one is therefore $\sigma_<=\mathrm{Re}Z-y|Z'|$.

Set $z=a\cosh\zeta$ with $\zeta=\xi+i\eta$, $\xi\ge0$ and $0\le\eta\le\pi$, which covers the upper half-plane. Then $\sqrt{z^2-a^2}=a\sinh\zeta$ and
\begin{equation}
Z=T\,\frac{\cosh\zeta}{\sinh\zeta},\qquad
Z'=-\frac{Ta^2}{(z^2-a^2)^{3/2}}=-\frac{T}{a\sinh^3\zeta}.
\end{equation}
Multiplying numerator and denominator of $Z$ by the conjugate of $\sinh\zeta$ gives
\begin{equation}
\mathrm{Re}Z=T\,\frac{\sinh\xi\cosh\xi\,(\cos^2\eta+\sin^2\eta)}{|\sinh\zeta|^2}
=T\,\frac{\sinh\xi\cosh\xi}{|\sinh\zeta|^2}.
\end{equation}
With $y=a\sinh\xi\sin\eta$ the smaller tension becomes
\begin{equation}
\sigma_<=\frac{T\sinh\xi}{|\sinh\zeta|^2}
\left[\cosh\xi-\frac{\sin\eta}{|\sinh\zeta|}\right].
\end{equation}
Since $|\sinh\zeta|^2=\sinh^2\xi+\sin^2\eta\ge\sin^2\eta$, the fraction in the bracket is at most 1, while $\cosh\xi\ge1$. Hence $\sigma_<\ge0$ throughout the sheet. Under equal biaxial tension the crack produces no compression, and the flat solution is not driven to wrinkle.

\subsection{Finite bond strength and the real material}

The linear field has no upper limit, but bonds do. Let $T_s$ be the ideal strength, the largest tension that the perfect sheet can carry. Ahead of the tip on $y=0$, $\sigma_{yy}=Tx/\sqrt{x^2-a^2}$. It equals $T_s$ where $T^2x^2=T_s^2(x^2-a^2)$, that is, at
\begin{equation}
x=\frac{a}{\sqrt{1-(T/T_s)^2}} .
\end{equation}
For a rough $T_s=15$ N/m this lies 2.8 \AA\ beyond the tip, or 2.8\% of $a$. Off this line the tension can be higher. At a small distance $r$ from the tip, in a direction at angle $\theta$ to the line ahead, the larger principal tension is close to $T\sqrt{a/2r}\,\cos(\theta/2)\,[1+\sin(\theta/2)]$. It is largest at $\theta=60^\circ$, where it exceeds $T_s$ out to 4.6 \AA\ (4.75 \AA\ in the full field). The zone in which the linear field is impossible thus reaches between one and two lattice spacings from the tip, which is still small compared with $a$.

A second effect is the softening of the whole sheet before it breaks. A simple uniaxial law with initial slope $Y$ and maximum $T_s$ is
\begin{equation}
T=Y\epsilon-\frac{Y^2\epsilon^2}{4T_s}.
\end{equation}
Its slope is $Y(1-s/2)$ with $s=Y\epsilon/T_s$. The law itself reads $T/T_s=s-s^2/4$, so $(1-s/2)^2=1-T/T_s$. On the rising branch
\begin{equation}
\frac{dT}{d\epsilon}=Y\sqrt{1-T/T_s}=0.876\,Y\qquad\text{at }T=T_c .
\end{equation}
Putting this slope in place of $Y$ in (\ref{Tc}) multiplies $T_c$ by $\sqrt{0.876}$, a lowering of 6.4\%. This is an estimate of size: it applies a uniaxial law to a biaxially stretched sheet and leaves out the stronger softening near the tips. The uniaxial law does not fix the biaxial one, and different isotropic extensions of it can change the lowering by nearly a factor of two, from about 5\% to about 9\%.

The modulus, strength and lattice spacing are in the rough range of monolayer MoS$_2$. The edge energy is a round value; in a real sheet it depends on the edge structure and on what is adsorbed there. Because $T_c\propto\sqrt\gamma$, an error of 10\% in $\gamma$ shifts $T_c$ by about 5\%. Of the model's assumptions, linearity is broken by a real sheet at this load, where the far strain is $(1-\nu)T_c/Y=2.2\%$ for $\nu=0.25$, and the estimate above puts the cost at about 6\%. The model also lets the tip advance smoothly, while a crystal breaks bond by bond. The barriers between bonds can hold a crack at tensions above $T_c$; their size needs an atomistic calculation. For a real layer even the second digit of 3.5 N/m is uncertain: the softening estimate alone would lower the value to about 3.3 N/m.

The same comparison shows where (\ref{Tc}) fails for short cracks. It diverges as $a\to0$, yet no sheet can carry more than $T_s$. Since $T_c\propto a^{-1/2}$, the formula reaches $T_s$ at
\begin{equation}
a=100\ \text{\AA}\times\left(\frac{3.50}{15}\right)^2\approx5.4\ \text{\AA},
\end{equation}
less than two lattice spacings. The linear continuum loses accuracy already before that, because the overloaded zone at the tips is then no longer small compared with $a$. The crack of the exercise, with $a=10$ nm, is far from this limit, and it brings the load capacity down to $3.50/15$, about a quarter, of the ideal strength.

\section{Variation 1: uniaxial tension}

\emph{The sheet is pulled along $y$ alone. What changes?}

Add a uniform tension $\sigma_{xx}=-T$ to the biaxial solution. The far field becomes uniaxial, and the crack faces stay free because their normal is along $y$. By (\ref{hooke}) the added displacement is $u_x=-Tx/Y$, $u_y=\nu Ty/Y$. The second component vanishes on $y=0$, so the opening (\ref{opening}), the released energy (\ref{released}) and $T_c$ are unchanged, provided that the sheet is held flat. The finite-element value of $W$ for this load is again 3.1475.

A free sheet behaves differently. On the crack faces the biaxial solution has $\sigma_{xx}=\mathrm{Re}Z=0$, so the uniaxial one has $\sigma_{xx}=-T$, a compression along the edge. To see whether the sheet can bear it, consider a strip of length $L$ with bending stiffness $D$ and supported ends, under a compression $N$. Its deflection $h$ obeys $Dh''''+Nh''=0$. The shape $h\propto\sin(\pi x/L)$ solves this when $N=\pi^2D/L^2$. With $L=2a$ and a rough $D=10$ eV,
\begin{equation}
\frac{\pi^2D}{(2a)^2}=\frac{\pi^2\times10}{200^2}\ \mathrm{eV/\AA^2}
=0.0025\ \mathrm{eV/\AA^2}.
\end{equation}
The face compression at $T_c$ is about 88 times larger. The strip overstates the margin. The compression fades within a distance less than $a$ from the face, and the surrounding sheet is stretched along $y$, which resists deflection. The linear buckling load of the cracked plate itself is roughly $17D/a^2$ for $\nu=0.25$, about seven times the strip value. $T_c$ still exceeds it about 13-fold, so the flat state of a free sheet should be expected to buckle.

An energy argument indicates the direction of the effect. Freedom to move out of the plane can lower the potential energy of the cracked sheet further, or leave it as it was. The intact sheet is nowhere compressed and gains nothing from this freedom, so the released energy can only grow or stay the same. This suggests that a free sheet breaks at a lower tension than a flat one. It is not a proof, because the start of growth depends on the derivative of the released energy with respect to $a$, which the argument does not bound. Under uniaxial tension the value 3.5 N/m therefore belongs to a sheet that is held flat; the value for a free sheet is not determined here.

\section{Variation 2: waiting at room temperature}

\emph{The biaxial tension is held slightly below $T_c$ for one second at 300 K. By how much can heat lower the breaking tension?}

At a tension $T<T_c$ the maximum of $U$ lies at $a_c=2\gamma Y/(\pi T^2)$, beyond the actual half-length $a$. Write $\pi T^2/Y=2\gamma/a_c$ in (\ref{total}). The barrier is then
\begin{align}
B&=U(a_c)-U(a)=2\gamma a_c-4\gamma a+\frac{2\gamma a^2}{a_c}\nonumber\\
&=\frac{2\gamma}{a_c}(a_c-a)^2=\frac{2\gamma\delta^2}{a+\delta},\qquad \delta=a_c-a .
\end{align}
With an attempt rate $r$, the barrier is passed about once in a time $t$ when $rt\,e^{-B/k\Theta}=1$, where $\Theta$ is the temperature. For a rough $r=10^{13}$ s$^{-1}$ and $t=1$ s this gives $B=k\Theta\ln(rt)=0.774$ eV. The condition $2\gamma\delta^2-B\delta-Ba=0$ has the positive root
\begin{equation}
\delta=\frac{B+\sqrt{B^2+8\gamma Ba}}{4\gamma}=6.4\ \text{\AA}.
\end{equation}
Since $T\propto a_c^{-1/2}$, the tension is lower by the factor $\sqrt{100/106.4}=0.969$, or 3.1\%.

For $\delta\ll a$ the relative lowering is $\delta/(2a)\approx\tfrac12\sqrt{B/(2\gamma a)}$. It grows with the waiting time as $\sqrt{\ln(rt)}$, and it is smaller for longer cracks. The estimate uses the smooth barrier of the continuum and leaves out the barriers between bonds. It also assumes that the crack cannot close. Below $T_c$ the slope $dU/da$ at $a$ is positive, here 0.24 eV/\AA, so a fully reversible crack would heal. A real one stays at $a$ only if something such as adsorbates, edge reconstruction or the barriers between bonds keeps the faces from rejoining.

Without any initial crack, the barrier at the tension 3.5 N/m is $U(a_c)=2\gamma a_c=200$ eV, against $k\Theta=0.026$ eV. On this continuum path heat does not create the critical crack; the flaw has to be there already. The remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
sheet modulus                      120.0 N/m
sheet modulus, converted           7.4898 eV/angstrom^2
energy of one edge                 1.00 eV/angstrom
crack half-length                  10.0 nm
crack half-length, converted       100.0 angstrom
one eV/angstrom^2 equals           16.0218 N/m
FINITE ELEMENTS AGAINST FORMULA (Y = T = a = 1)
released energy, elements          3.1475
released energy, formula           3.1416
release per half-length, elements  6.3058
release per half-length, formula   6.2832
centre face shift, elements        2.0037 (formula 2)
released energy, Poisson ratio 0   3.1473
released energy, uniaxial load     3.1475
RESULT
fracture tension                   0.2184 eV/angstrom^2
fracture tension, converted        3.499 N/m
fracture tension, elements         3.492 N/m
wrong value, one edge counted      2.474 N/m
full crack opening at centre       11.66 angstrom
energy maximum above no crack      200.0 eV
ROUGH MATERIAL VALUES, MoS2 REGIME
Poisson ratio                      0.25
ideal strength                     15 N/m
bending stiffness                  10 eV
lattice spacing                    3.2 angstrom
attempt rate                       1e+13 1/s
waiting time                       1 s
temperature                        300 K
SIZES OF NEGLECTED EFFECTS
far strain, equal biaxial          2.19 %
tip zone above ideal strength      2.84 angstrom
tip zone over half-length          2.84 %
tangent modulus over modulus       0.876
lowering by softening, estimate    6.4 %
thermal energy                     0.0259 eV
barrier passed in waiting time     0.774 eV
crack shortfall passed by heat     6.42 angstrom
lowering by heat, estimate         3.1 %
buckling scale, uniaxial load      0.00247 eV/angstrom^2
face compression over that scale   88
\end{verbatim}
